**Finite resistivity of a helical surface, with and without hexagonal warping**

For weak scalar point scatterers of density $n_i$ and strength $U$, the unwarped sheet resistivity is $\rho_0=\pi n_iU^2/(e^2\hbar v^2)$, where $v$ is the Dirac velocity. With warping, $\rho_0/\rho=\langle|\mathbf v_{\mathbf k}|^2\rangle/(2v^2)+(1+2m)^2/[2(1+m)]$, where $\mathbf v_{\mathbf k}$ is the band velocity, $m=\langle n_z^2\rangle$ is the mean squared out-of-plane spin component, and averages are weighted by the density of states on the Fermi contour. The program diagonalizes the Hamiltonian, solves the full linear Boltzmann equation on 720 contour points, and asserts agreement with both formulas. It also asserts that exact backscattering vanishes in both cases, that a random walk with the allowed turns has the predicted forward distance, and that the small-warping coefficients of the band and spin-tilt effects are $5/2$ and $-1/2$. For the example, the output gives 516 Ω/square without warping and 331 Ω/square with it. Estimates for screened charges, band curvature, phonons and other neglected effects are printed from rough inputs and are not asserted as results.

## Program and output

```python
"""Resistivity of a topological-insulator surface with forbidden backscattering.

Result under test, for weak scalar point scatterers (density n_i, strength U):
  unwarped:  rho0 = pi n_i U^2 / (e^2 hbar v^2), finite although P(k -> -k) = 0
  warped:    rho0/rho = <|v_k|^2>/(2 v^2) + (1 + 2m)^2 / (2 (1 + m)),  m = <n_z^2>
H = hbar v (kx sy - ky sx) + lam k^3 cos(3 theta) sz;  w = lam E^2/(hbar v)^3.
<...> is the density-of-states average on the Fermi contour; n is the spin direction.
Internal units: eV and nm; velocities are stored as hbar*velocity in eV nm.
"""
import numpy as np
from scipy import constants as const

HV = 0.25          # hbar v, eV nm
LAM = 0.25         # warping, eV nm^3
E_F = 0.20         # Fermi energy from the Dirac point, eV
N_IMP = 0.04       # scatterers per nm^2
U_IMP = 0.25       # scatterer strength, eV nm^2
STRENGTH = N_IMP * U_IMP**2
HBAR_OVER_E2 = const.hbar / const.e**2
N = 720
THETA = 2 * np.pi * np.arange(N) / N
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)


def hamiltonian(kx, ky, lam, curv):
    def col(a):
        return np.asarray(a)[..., None, None]
    return (col(curv * (kx**2 + ky**2)) * np.eye(2)
            + HV * (col(kx) * SY - col(ky) * SX)
            + lam * col(kx**3 - 3 * kx * ky**2) * SZ)


def upper_band(kx, ky, lam, curv):
    return np.linalg.eigvalsh(hamiltonian(kx, ky, lam, curv))[..., 1]


def contour(energy, lam, curv=0.0):
    """Fermi contour, velocities, state weights and spinors by diagonalization."""
    c, s = np.cos(THETA), np.sin(THETA)
    low, high = np.zeros(N), np.full(N, 1.001 * energy / HV)
    for _ in range(50):
        mid = (low + high) / 2
        below = upper_band(mid * c, mid * s, lam, curv) < energy
        low, high = np.where(below, mid, low), np.where(below, high, mid)
    k = (low + high) / 2
    kx, ky, h = k * c, k * s, 1e-4
    vx = (upper_band(kx + h, ky, lam, curv) - upper_band(kx - h, ky, lam, curv)) / (2*h)
    vy = (upper_band(kx, ky + h, lam, curv) - upper_band(kx, ky - h, lam, curv)) / (2*h)
    weight = k * (2 * np.pi / N) / ((2 * np.pi)**2 * (vx * c + vy * s))
    spinor = np.linalg.eigh(hamiltonian(kx, ky, lam, curv))[1][:, :, 1]
    overlap = np.abs(spinor.conj() @ spinor.T)**2
    return {"k": k, "xy": np.stack([kx, ky], 1), "vel": np.stack([vx, vy], 1),
            "weight": weight, "spinor": spinor, "overlap": overlap,
            "dos": weight.sum(), "density": np.sum(k**2) / (4 * np.pi * N)}


def boltzmann(surface, overlap=None, strength=STRENGTH):
    """Full linear Boltzmann solution; conductivity g in units of e^2/hbar."""
    overlap = surface["overlap"] if overlap is None else overlap
    weight, vel = surface["weight"], surface["vel"]
    rate = 2 * np.pi * strength * overlap * weight[None, :]
    total = rate.sum(axis=1)
    # The added row fixes the conserved particle number: average path = 0.
    matrix = np.diag(total) - rate + total.mean() * weight[None, :] / weight.sum()
    path = np.linalg.solve(matrix, vel)
    tensor = vel.T @ (weight[:, None] * path)
    assert abs(tensor[0, 0] / tensor[1, 1] - 1) < 1e-5
    assert abs(tensor[0, 1]) < 1e-5 * tensor[0, 0]
    return {"g": tensor[0, 0], "rate": rate, "total": total, "path": path}


def rho(g):
    return HBAR_OVER_E2 / g


def warping_formula(w):
    """Closed expression, with the contour from the analytic cubic root."""
    t = 2 * np.pi * np.arange(6000) / 6000
    c, s = np.cos(3 * t), np.sin(3 * t)
    a = np.maximum((w * c)**2, 1e-14)
    kap = np.sqrt(2 / np.sqrt(3*a) * np.sinh(np.arcsinh(1.5 * np.sqrt(3*a)) / 3))
    v_rad = kap + 3 * w**2 * c**2 * kap**5
    v_ang = -3 * w**2 * c * s * kap**5
    p = kap / v_rad
    p = p / p.sum()
    m = np.sum(p * (w * kap**3 * c)**2)
    v2 = np.sum(p * (v_rad**2 + v_ang**2))
    return v2 / 2 + (1 + 2*m)**2 / (2 * (1 + m)), m, v2


w = LAM * E_F**2 / HV**3
plain, warped = contour(E_F, 0.0), contour(E_F, LAM)
sol0, sol1 = boltzmann(plain), boltzmann(warped)
g0_formula = HV**2 / (np.pi * STRENGTH)
ratio, m_tilt, v2_mean = warping_formula(w)

# Exact reversal is forbidden in both cases; spin formula for the overlap.
index = np.arange(N)
back0 = plain["overlap"][index, (index + N//2) % N].max()
back1 = warped["overlap"][index, (index + N//2) % N].max()
assert max(back0, back1) < 1e-12
spin = np.stack([np.einsum("ia,ab,ib->i", warped["spinor"].conj(), pauli,
                           warped["spinor"]).real for pauli in (SX, SY, SZ)], 1)
assert np.allclose(warped["overlap"], (1 + spin @ spin.T) / 2, atol=1e-12)
assert np.abs(warped["weight"] @ spin).max() < 1e-6 * warped["dos"]

# Conductivity, scattering rates and independence of Fermi energy.
assert abs(sol0["g"] / g0_formula - 1) < 1e-6
assert abs(sol1["g"] / (g0_formula * ratio) - 1) < 1e-6
assert abs(boltzmann(contour(0.1, 0.0))["g"] / sol0["g"] - 1) < 1e-6
for surface, sol in ((plain, sol0), (warped, sol1)):
    assert np.allclose(sol["total"], np.pi * STRENGTH * surface["dos"], rtol=1e-6)
spinless = boltzmann(plain, overlap=np.ones((N, N)))
assert abs(sol0["g"] / spinless["g"] - 4) < 1e-5
assert all(warping_formula(x)[0] > 1 for x in np.linspace(0.05, 3, 60))

# Random walk: allowed turns only; net forward distance in units of v tau_q.
# Memory of the first heading halves per turn, so 12 flights leave out 2^-11;
# later flights would add noise but almost no mean distance.
rng = np.random.default_rng(7)
walkers, flights = 1000000, 12
heading, distance = np.zeros(walkers), np.zeros(walkers)
for _ in range(flights):
    distance += rng.exponential(size=walkers) * np.cos(heading)
    turn = rng.uniform(-np.pi, np.pi, walkers)
    accept = rng.random(walkers) < (1 + np.cos(turn)) / 2
    heading += np.where(accept, turn, np.pi - turn)
walk, walk_error = distance.mean(), distance.std() / np.sqrt(walkers)
assert abs(walk - 2) < 0.03

# Where the heat comes from, by turning angle of the wavevector.
angle = np.degrees(np.abs((THETA[:, None] - THETA[None, :] + np.pi)
                          % (2 * np.pi) - np.pi))


def angle_band(start, stop):
    return 0.5 * (np.sign(np.round(angle - start, 6))
                  - np.sign(np.round(angle - stop, 6)))


def heat_share(surface, sol, start, stop):
    diff = sol["path"][:, None, :] - sol["path"][None, :, :]
    heat = surface["weight"][:, None] * sol["rate"] * np.sum(diff**2, axis=2)
    return np.sum(heat * angle_band(start, stop)) / heat.sum()


side0, side1 = (heat_share(a, b, 60, 120) for a, b in ((plain, sol0), (warped, sol1)))
cap0, cap1 = (heat_share(a, b, 170, 181) for a, b in ((plain, sol0), (warped, sol1)))
assert abs(side0 - (1/3 + np.sqrt(3) / (2 * np.pi))) < 1e-4
cut = boltzmann(plain, overlap=plain["overlap"] * (1 - angle_band(170, 181)))
cut_drop = 1 - sol0["g"] / cut["g"]
# Resistivity ratio after the cut is sol0/cut, so its drop is one minus that ratio.
delta = np.radians(10)
assert abs(cut_drop - (delta - np.sin(2*delta) / 2) / np.pi) < 1e-5

# Near-backscattering one degree from reversal, starting at theta = 30 degrees.
start, stop = N // 12, N // 12 + N // 2 + N // 360
near = warped["overlap"][start, stop] / plain["overlap"][start, stop]
assert abs(near / (1 + 9 * w**2) - 1) < 0.01

# Small warping: total effect and the two causes switched on one at a time.
w_small = 0.02
weak = contour(E_F, w_small * HV**3 / E_F**2)
coef_all = (boltzmann(weak)["g"] / sol0["g"] - 1) / w_small**2
coef_band = (boltzmann(weak, plain["overlap"])["g"] / sol0["g"] - 1) / w_small**2
coef_tilt = (boltzmann(plain, weak["overlap"])["g"] / sol0["g"] - 1) / w_small**2
assert abs(coef_all - 2) < 0.02
assert abs(coef_band - 2.5) < 0.02
assert abs(coef_tilt + 0.5) < 0.02
band_only = boltzmann(warped, plain["overlap"])["g"]
tilt_only = boltzmann(plain, warped["overlap"])["g"]

# Neglected effects. Material inputs here are rough.
KAPPA = 50.0             # mean dielectric constant at the surface
coulomb = const.e / (2 * const.epsilon_0 * KAPPA) * 1e9   # eV nm


def charged(surface):
    q = np.linalg.norm(surface["xy"][:, None] - surface["xy"][None, :], axis=2)
    potential = coulomb / (q + coulomb * surface["dos"])
    return boltzmann(surface, strength=N_IMP * potential**2)["g"]


same_density = contour(HV * np.sqrt(4 * np.pi * warped["density"]), 0.0)
assert abs(same_density["density"] / warped["density"] - 1) < 1e-8
charged0, charged1 = charged(same_density), charged(warped)
curvature = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
curved = boltzmann(contour(E_F, LAM, curvature))["g"]
repeat = (np.pi * warped["dos"] * U_IMP / 2)**2
path_rms = np.sqrt(warped["weight"] @ np.sum(sol1["path"]**2, 1) / warped["dos"])
L_PHI = 1000.0           # phase coherence length at 4 K, nm
antiloc = np.log(L_PHI / path_rms) / (2 * np.pi**2 * sol1["g"])
DEF_POT, MASS_DENSITY, LAYER, SOUND = 10.0, 7.9e3, 1e-9, 2.0e3
phonon = {T: DEF_POT**2 * const.k * T / (MASS_DENSITY * LAYER * SOUND**2)
          * 1e18 / STRENGTH for T in (4, 300)}
t_bg = 2 * const.hbar * SOUND * warped["k"].max() * 1e9 / const.k
kt = {T: const.k * T / const.e for T in (4, 300)}
CURRENT = 1.0            # sheet current density, A/m
field_gain = rho(sol1["g"]) * CURRENT * path_rms * 1e-9 / kt[4]
BULK_GAP, BULK_MASS, FILM = 0.10, 0.3, 10e-9
bulk = (2 * (BULK_MASS * const.m_e * const.k * 300 / (2*np.pi*const.hbar**2))**1.5
        * np.exp(-BULK_GAP / kt[300]) * FILM * 1e-4)


def mobility(g, density):
    return 1e4 / (rho(g) * const.e * density * 1e18)


print(f"hbar v = {HV} eV nm; v = {HV*const.e*1e-9/const.hbar:.3e} m/s")
print(f"warping lambda = {LAM} eV nm^3; E_F = {E_F} eV; w = {w:.3f}")
print(f"scatterers = {N_IMP*1e14:.1e} cm^-2; U = {U_IMP} eV nm^2")
print(f"largest exact-reversal probability, plain/warped: {back0:.1e} / {back1:.1e}")
print(f"density of states, plain/warped: {plain['dos']:.4f} / {warped['dos']:.4f} /(eV nm^2)")
print(f"carrier density, plain: {plain['density']*1e14:.3e} cm^-2")
print(f"carrier density, warped: {warped['density']*1e14:.3e} cm^-2")
for name, sol in (("plain", sol0), ("warped", sol1)):
    print(f"quantum lifetime, {name}: {const.hbar/const.e/sol['total'].mean()*1e15:.1f} fs")
print(f"transport lifetime, plain: {2*const.hbar/const.e/sol0['total'].mean()*1e15:.1f} fs")
print(f"random walk: forward distance/(v tau_q) = {walk:.3f}, standard error {walk_error:.3f}")
print(f"sheet resistivity, plain: {rho(sol0['g']):.1f} ohm/square")
print(f"sheet resistivity, warped: {rho(sol1['g']):.1f} ohm/square")
print(f"sheet resistivity, no spin overlap factor: {rho(spinless['g']):.1f} ohm/square")
print(f"conductivity, plain/warped: {2*np.pi*sol0['g']:.2f} / {2*np.pi*sol1['g']:.2f} e^2/h")
print(f"mobility, plain: {mobility(sol0['g'], plain['density']):.0f} cm^2/Vs")
print(f"mobility, warped: {mobility(sol1['g'], warped['density']):.0f} cm^2/Vs")
print(f"mean n_z^2 = {m_tilt:.4f}; mean |v_k|^2/v^2 = {v2_mean:.4f}")
print(f"conductivity ratio warped/plain: {ratio:.4f}; small-w estimate {1+2*w**2:.4f}")
print(f"transport/quantum lifetime ratio, warped: {2*ratio/v2_mean:.4f}")
print(f"resistivity, warped band with in-plane spins: {rho(band_only):.1f} ohm/square")
print(f"resistivity, circular band with tilted spins: {rho(tilt_only):.1f} ohm/square")
print(f"w^2 coefficients: all {coef_all:.3f}, band {coef_band:.3f}, tilt {coef_tilt:.3f}")
print(f"heat from turns of 60-120 deg, plain/warped: {100*side0:.1f} / {100*side1:.1f} %")
print(f"heat from turns of 170-180 deg, plain/warped: {100*cap0:.3f} / {100*cap1:.3f} %")
print(f"plain resistivity drop if 170-180 deg turns are removed: {100*cut_drop:.3f} %")
print(f"near-reversal enhancement at theta=30 deg, 1 deg offset: {near:.3f}")
for name, sol in (("plain", sol0), ("warped", sol1)):
    print(f"Joule heat at {CURRENT} A/m, {name}: {rho(sol['g'])*CURRENT**2:.1f} W/m^2")
for energy in (0.10, 0.15, 0.20, 0.25):
    w_here = LAM * energy**2 / HV**3
    g_here = boltzmann(contour(energy, LAM))["g"]
    assert abs(g_here / (g0_formula * warping_formula(w_here)[0]) - 1) < 1e-6
    print(f"E_F = {energy:.2f} eV: w = {w_here:.3f}, warped rho = {rho(g_here):.1f} ohm/square")
print(f"screened charges: rough kappa = {KAPPA:.0f}, equal carrier densities")
print(f"  resistivity plain/warped: {rho(charged0):.1f} / {rho(charged1):.1f} ohm/square")
print(f"added band curvature {curvature:.4f} eV nm^2: warped rho = {rho(curved):.1f} ohm/square")
print(f"repeated scattering lowers warped rho by {100*repeat/(1+repeat):.2f} %")
print(f"rms vector mean free path, warped: {path_rms:.1f} nm")
print(f"weak antilocalization, L_phi = {L_PHI:.0f} nm: conductivity +{100*antiloc:.2f} %")
print(f"phonon inputs: {DEF_POT} eV, {MASS_DENSITY:.0f} kg/m^3, {LAYER*1e9:.0f} nm, {SOUND:.0f} m/s")
print(f"phonon/impurity resistivity by equipartition, 4 K: {phonon[4]:.3f}")
print(f"phonon/impurity resistivity by equipartition, 300 K: {phonon[300]:.2f}")
print(f"Bloch-Gruneisen temperature, rough: {t_bg:.0f} K")
print(f"kT/E_F at 4 K / 300 K: {kt[4]/E_F:.5f} / {kt[300]/E_F:.3f}")
print(f"field energy per mean free path / kT at 4 K, {CURRENT} A/m: {field_gain:.3f}")
print(f"bulk inputs: edge {BULK_GAP} eV above E_F, mass {BULK_MASS} m_e, film {FILM*1e9:.0f} nm")
print(f"thermal bulk carriers at 300 K: {bulk:.2e} cm^-2")
print("verified")
```

Printed output:

```
hbar v = 0.25 eV nm; v = 3.798e+05 m/s
warping lambda = 0.25 eV nm^3; E_F = 0.2 eV; w = 0.640
scatterers = 4.0e+12 cm^-2; U = 0.25 eV nm^2
largest exact-reversal probability, plain/warped: 4.1e-31 / 1.5e-30
density of states, plain/warped: 0.5093 / 0.3714 /(eV nm^2)
carrier density, plain: 5.093e+12 cm^-2
carrier density, warped: 4.488e+12 cm^-2
quantum lifetime, plain: 164.6 fs
quantum lifetime, warped: 225.6 fs
transport lifetime, plain: 329.1 fs
random walk: forward distance/(v tau_q) = 1.998, standard error 0.004
sheet resistivity, plain: 516.3 ohm/square
sheet resistivity, warped: 331.0 ohm/square
sheet resistivity, no spin overlap factor: 2065.0 ohm/square
conductivity, plain/warped: 50.00 / 77.97 e^2/h
mobility, plain: 2374 cm^2/Vs
mobility, warped: 4201 cm^2/Vs
mean n_z^2 = 0.1042; mean |v_k|^2/v^2 = 1.7965
conductivity ratio warped/plain: 1.5595; small-w estimate 1.8192
transport/quantum lifetime ratio, warped: 1.7361
resistivity, warped band with in-plane spins: 299.2 ohm/square
resistivity, circular band with tilted spins: 577.9 ohm/square
w^2 coefficients: all 1.999, band 2.498, tilt -0.499
heat from turns of 60-120 deg, plain/warped: 60.9 / 56.7 %
heat from turns of 170-180 deg, plain/warped: 0.112 / 0.231 %
plain resistivity drop if 170-180 deg turns are removed: 0.112 %
near-reversal enhancement at theta=30 deg, 1 deg offset: 4.671
Joule heat at 1.0 A/m, plain: 516.3 W/m^2
Joule heat at 1.0 A/m, warped: 331.0 W/m^2
E_F = 0.10 eV: w = 0.160, warped rho = 492.1 ohm/square
E_F = 0.15 eV: w = 0.360, warped rho = 424.0 ohm/square
E_F = 0.20 eV: w = 0.640, warped rho = 331.0 ohm/square
E_F = 0.25 eV: w = 1.000, warped rho = 246.0 ohm/square
screened charges: rough kappa = 50, equal carrier densities
  resistivity plain/warped: 326.9 / 206.7 ohm/square
added band curvature 0.0381 eV nm^2: warped rho = 265.7 ohm/square
repeated scattering lowers warped rho by 2.08 %
rms vector mean free path, warped: 201.2 nm
weak antilocalization, L_phi = 1000 nm: conductivity +0.65 %
phonon inputs: 10.0 eV, 7900 kg/m^3, 1 nm, 2000 m/s
phonon/impurity resistivity by equipartition, 4 K: 0.070
phonon/impurity resistivity by equipartition, 300 K: 5.24
Bloch-Gruneisen temperature, rough: 24 K
kT/E_F at 4 K / 300 K: 0.00172 / 0.129
field energy per mean free path / kT at 4 K, 1.0 A/m: 0.193
bulk inputs: edge 0.1 eV above E_F, mass 0.3 m_e, film 10 nm
thermal bulk carriers at 300 K: 8.62e+10 cm^-2
verified
```
